# Sharp or exponential methyl depletion: what one infrared loss can tell

## Problem

A porous organosilicate film of thickness \(L=200\) nm lies on silicon. Before a plasma treatment its Si-CH\(_3\) groups were spread uniformly. Afterwards the integrated absorbance of the Si-CH\(_3\) infrared band is lower by the fraction \(f=0.15\), quoted to the nearest percent.

Let \(x\) be the depth below the film surface and \(d(x)\), between 0 and 1, the fraction of groups missing at that depth. Two profiles are proposed:

- sharp: \(d=1\) for \(x<\delta\) and \(d=0\) below, with \(\delta=30\) nm;
- exponential: \(d=e^{-x/\lambda}\), with \(\lambda=30\) nm.

Light passes through the film at normal incidence. The baseline is the spectrum of the same film without the band. Assume that no film is removed, that the film does not shrink, and that each surviving group absorbs as before.

(a) Show that, for a weak band in a film much thinner than the wavelength, the fractional loss is the depth average of \(d(x)\).

(b) Show that the two profiles fit the measured loss equally well.

(c) Find the decay length that reproduces \(f\) without error, and say when the agreement in (b) breaks down.

(d) Judge whether the thin-film assumption is good enough here.

## Hints

1. For (a), integrate the wave equation once across the film. Take the field as constant at first, then check that its small change across the film does not affect the absorption at leading order.
2. The band adds an imaginary part to the permittivity, proportional to the local density of groups. Keep the first order in it.
3. For (b), compare the difference between the predictions with the rounding of the datum.
4. For (c), write the condition on \(\lambda\) so that it can be iterated. Then consider a film no thicker than the damage.
5. For (d), ask how much the field can change between the top and bottom of the film.

## Solution

### (a) What the absorbance counts

Take the time factor \(e^{-i\omega t}\), so that absorption means a positive imaginary part of the permittivity \(\varepsilon\). With vacuum wavenumber \(k=2\pi/\lambda_0\), where \(\lambda_0\) is the vacuum wavelength, the field obeys

\[
E''(x)+k^2\varepsilon(x)E(x)=0 .
\]

Light of unit amplitude arrives from air. Above the film, \(E=e^{ikx}+re^{-ikx}\). In the silicon, of index \(n_s\) and treated as infinitely thick, \(E=t\,e^{ikn_s(x-L)}\). The boundary values are therefore

\[
E(0)=1+r,\quad E'(0)=ik(1-r),\quad E(L)=t,\quad E'(L)=ikn_st .
\]

In a thin film \(E\) is nearly constant, so \(1+r=t\) and \(E'(0)=ik(2-t)\). Integrating the wave equation over the film gives

\[
ikn_st-ik(2-t)=-k^2St,\qquad S=\int_0^L\varepsilon(x)\,dx .
\]

Division by \(ik\) turns the right side into \(ikSt\), because \(-1/i=i\). Collecting the terms in \(t\),

\[
t=\frac{2}{1+n_s-ikS}.
\]

The change of the field across the film was neglected here. To first order in the thickness the slope \(ikn_st\) makes \(E(0)=t(1-ikn_sL)\), and the same steps then give \(S+n_sL\) in place of \(S\). The addition is real and is the same with and without the band. It therefore only adds to the real part of \(S\), which drops out below.

Write \(S=S'+iS''\). Then \(-ikS=kS''-ikS'\), and the transmittance into the silicon is

\[
T=n_s|t|^2=\frac{4n_s}{(1+n_s+kS'')^2+(kS')^2}.
\]

The real part \(S'\) enters only through its square, which is dropped at leading order in the film thickness. Expanding the logarithm to first order in \(kS''\), and comparing with the same film without the band, for which \(S''=0\), gives the absorbance

\[
A=\log_{10}\frac{T_{\rm host}}{T}
=\frac{2k}{(1+n_s)\ln 10}\int_0^L\varepsilon''(x)\,dx .
\]

Each surviving group contributes equally, so \(\varepsilon''(x)=[1-d(x)]\,\varepsilon''_0\), where \(\varepsilon''_0\) belongs to the pristine film. At each frequency, the ratio of damaged to pristine absorbance is

\[
\frac{A}{A_0}=\frac1L\int_0^L[1-d(x)]\,dx .
\]

This ratio does not depend on frequency, so it also holds for the band area. Hence

\[
f=1-\frac{A}{A_0}=\frac1L\int_0^L d(x)\,dx .
\]

The measurement returns the share of all groups that is missing, not their positions. The product \(fL=30\) nm is an equivalent depth: the thickness of pristine film that would hold all the missing groups. The result contains only lengths and ratios, so it reads the same in atomic units.

### (b) The two predictions

For the sharp profile the integral is \(\delta\), so

\[
f_{\rm sharp}=\frac{\delta}{L}=\frac{30}{200}=15.000\,\% .
\]

For the exponential profile,

\[
f_{\rm exp}=\frac1L\int_0^Le^{-x/\lambda}dx
=\frac{\lambda}{L}\left(1-e^{-L/\lambda}\right).
\]

Here \(e^{-200/30}=0.00127\), and \(f_{\rm exp}=0.15\times0.99873=14.981\,\%\).

With \(\delta=\lambda\), the difference is

\[
f_{\rm sharp}-f_{\rm exp}=\frac{\lambda}{L}e^{-L/\lambda}
=0.019\ \text{points},
\]

where a point means one percent of the pristine band. This difference is the part of the exponential tail that would lie below the bottom of the film. The datum is rounded to \(\pm0.5\) points, about 26 times more. Within the thin-film law, the two profiles therefore fit this datum equally well.

The agreement says little in favour of either profile. Each has one adjustable length, and there is one number to match. Nor are the profiles alike. The mean depth of the missing groups is \(\delta/2=15\) nm in the sharp case. In the exponential case it is

\[
\bar x=\frac{\int_0^Lx\,e^{-x/\lambda}dx}{\int_0^Le^{-x/\lambda}dx}
=\lambda-\frac{L\,e^{-L/\lambda}}{1-e^{-L/\lambda}}=29.7\ \text{nm},
\]

where the numerator, by parts, is \(\lambda^2(1-e^{-L/\lambda})-\lambda Le^{-L/\lambda}\). The exponential damage lies on average twice as deep.

The exponential is a trial shape. Suppose that radicals have a steady density proportional to \(e^{-x/\ell}\) and remove groups at a rate proportional to both densities. The surviving fraction \(c\) then obeys \(dc/d\tau=-Ke^{-x/\ell}c\), with \(\tau\) the exposure time and \(K\) the rate at the surface. Its solution gives

\[
d(x)=1-\exp\!\left(-K\tau\,e^{-x/\ell}\right).
\]

For \(K\tau\ll1\) this is the exponential \(K\tau\,e^{-x/\ell}\), but its surface value is then small. This simple kinetics does not give an exponential that starts from full depletion.

### (c) Matching decay length and breakdown

The condition \(f_{\rm exp}=f\) can be written as

\[
\lambda=\frac{fL}{1-e^{-L/\lambda}} .
\]

Starting with \(\lambda=30\) nm on the right gives \(30/0.99873=30.04\) nm, and further iteration leaves these digits unchanged. The solution is unique: \(f_{\rm exp}\) is the average of \(e^{-x/\lambda}\) over the film, and this grows with \(\lambda\) at every \(x>0\).

The correction is small because the film is almost seven decay lengths thick. In the opposite limit, \(L\ll\lambda\), the expansion \(e^{-L/\lambda}\approx1-L/\lambda+L^2/(2\lambda^2)\) gives

\[
f_{\rm exp}\approx1-\frac{L}{2\lambda},
\]

whereas a sharp layer with \(\delta\geq L\) gives \(f_{\rm sharp}=1\). An intermediate case shows the size of the effect. In a film of 30 nm, with both lengths held at 30 nm, the sharp profile removes the whole band and the exponential removes \(1-e^{-1}=63\,\%\) of it. A thin companion film could therefore separate the models, provided that the plasma produces the same \(d(x)\) in it. That is an extra assumption, since the substrate may alter the radical density in a thin film.

### (d) Is the film thin enough?

Take these rough typical values: band centre 1275 cm\(^{-1}\), width 12 cm\(^{-1}\), host permittivity 2.0, peak imaginary part 0.2 and silicon index 3.42. The vacuum wavelength is 7843 nm, so \(k=2\pi/7843=8.01\times10^{-4}\) nm\(^{-1}\). For the pristine film at the band centre,

\[
A_0=\frac{2(8.01\times10^{-4})(0.2\times200)}{4.42\times2.303}=0.0063 .
\]

The band is weak. The constancy of the field is less secure. Next to the silicon the slope is \(ikn_st\), so across the film the field could change, relative to its own size, by about

\[
kn_sL=8.01\times10^{-4}\times3.42\times200=0.55 .
\]

This is not much smaller than one, although the change starts out of phase with the field. The wave equation was therefore solved numerically through 1 nm slices, with a Lorentz band and without the thin-film approximation. The pristine absorbance at the band centre becomes 0.0064, so the thin-film law is about 2 % low there. For the band area it is about 3 % low. The losses of band area, integrated over 100 cm\(^{-1}\) on either side of the centre, become

\[
f_{\rm sharp}=15.67\,\%,\qquad f_{\rm exp}=15.53\,\% .
\]

Two things follow. First, the profiles now differ by 0.15 points, still well inside the rounding, so the absorbance still cannot tell them apart. Secondly, both losses have moved up by about half a point, to just beyond the upper end of the range from 14.5 to 15.5 %. The exact shift depends on the integration window: with 30 cm\(^{-1}\) on either side, the losses are 15.56 and 15.43 %. It also depends slightly on the host permittivity, which the neighbouring Si-O band can lower at this frequency: with 1.2 in place of 2.0 and the wider window, the losses are 15.63 and 15.49 %. Within this model, the lengths need a small correction. If the loss is taken as proportional to the length, a loss of 15 % corresponds to \(\delta\approx30\times15/15.67=28.7\) nm or \(\lambda\approx30\times15/15.53=29.0\) nm. For comparison, rounding alone allows a sharp depth from 29 to 31 nm in the thin-film law.

The shift comes from the finite wavelength. When the wavelength is made ten times longer with the film unchanged, the losses return to 15.02 and 15.00 %, close to the depth averages. At the true wavelength, groups near the top count for somewhat more than their share. This agrees with the larger loss of the sharp profile, whose missing groups lie nearer the surface.

Damage may also change the host. With a permittivity rise of 0.5 at full depletion, the losses are 15.67 and 15.52 %, hardly different. This calculation uses the damaged host itself as the baseline, so it does not cover errors in baseline subtraction. Reflections from the back of the wafer are also left out. For a polished wafer that does not absorb, adding them without interference raises the pristine band area by about a quarter and gives losses of 15.43 and 15.33 %, inside the rounding. The half-point shift found above is therefore a guide to the size of the error, not a correction to apply to a real spectrum.

### Beside a real film

Porous organosilicate glass is used as a low-permittivity insulator between metal lines, and oxidizing plasmas can strip its methyl groups. A blanket test film of 200 nm and damage some tens of nm deep are reasonable rough values; the depth depends strongly on porosity and plasma.

The assumption of no film loss is readily broken. If the plasma removes 2 nm of film, the groups in it vanish too and account for \(2/200=1.0\) point of loss. The sharp layer still present is then 28 nm thick, not 30 nm. Likewise, if every surviving group absorbed 1 % more strongly, the remaining band would rise from 85 to 85.85 %, and the apparent loss would fall by 0.85 points. Both effects exceed the difference between the two profiles, so a more precise absorbance alone would not settle the question. Film thickness should be measured before and after exposure.

If a repair step puts methyl groups back, the same formula gives the depth average of the net deficit, provided that the new groups have the same band strength as the old. It does not show how deep the repair reached.

## Variation 1: a surface that is only half depleted

**Question.** Let \(d(x)=s\,e^{-x/\lambda}\), where \(s\) is the surface depletion. Which decay length gives the same loss in the thin-film law if \(s=1/2\)? Which values of \(s\) are possible?

**Solution.** The factor \(s\) multiplies the integral found in (b), so

\[
s\lambda\left(1-e^{-L/\lambda}\right)=fL .
\]

For \(s=1/2\) this becomes

\[
\lambda=\frac{60\ \text{nm}}{1-e^{-L/\lambda}} .
\]

Starting from 60 nm, iteration gives 62.2, then 62.5, and settles at 62.56 nm. The decay length has more than doubled while the absorbance has stayed the same. The truncated tail now matters, since \(e^{-200/62.56}=0.041\).

The average of \(e^{-x/\lambda}\) over the film lies below one for any finite \(\lambda\), so a solution needs \(s>f\). As \(s\) falls towards 0.15, \(\lambda\) grows without limit and the depletion becomes uniform. At the other end, \(s=1\) gives 30.04 nm. One absorbance loss thus fixes a curve in the plane of \(s\) and \(\lambda\), not a point on it. An independent measurement of the surface depletion would select the point, if the profile is exponential.

## Variation 2: removing the top of the film

**Question.** A layer of thickness \(t_c\) is removed from the top without further damage to the rest. Which \(t_c\) best separates the original two profiles, with \(\delta=\lambda=30\) nm, and what band remains in each case?

**Solution.** Integrate \(d(x)\) from \(t_c\) to \(L\). The equivalent depth of missing groups still in the film is

\[
M_{\rm sharp}=\max(\delta-t_c,0),\qquad
M_{\rm exp}=\lambda\left(e^{-t_c/\lambda}-e^{-L/\lambda}\right).
\]

Let \(D=M_{\rm exp}-M_{\rm sharp}\). Its slope is

\[
\frac{dD}{dt_c}=
\begin{cases}
1-e^{-t_c/\lambda}\ge0, & t_c<\delta,\\[2pt]
-e^{-t_c/\lambda}<0, & t_c>\delta .
\end{cases}
\]

The difference starts at \(-0.04\) nm, rises until \(t_c=\delta\), and then falls. The best single cut is therefore 30 nm deep, where

\[
D=30\,(0.3679-0.0013)=11.0\ \text{nm}.
\]

This is 36.7 % of all the groups missing in the exponential profile. The sharp profile has none missing below the cut.

As shares of the original band, the thin-film law predicts

\[
\text{sharp: }\frac{170}{200}=85.0\,\%,\qquad
\text{exponential: }\frac{170-11.0}{200}=79.5\,\% .
\]

The sharp model loses no band in the cut, because the removed layer held no methyl groups. The exponential model loses about 5.5 points. Compared with a pristine film of 170 nm, its remainder lacks \(11.0/170=6.5\,\%\) of the band.

The full wave calculation gives 84.3 and 78.7 %, a gap of 5.6 points. The gap is about eleven times the rounding of \(\pm0.5\) points, so this measurement can separate the two models.

The cut need not be perfect. At 28 nm the formulas give \(D=9.8\) nm, and at 32 nm they give 10.3 nm, so the gap stays near 5 points. The depth should be found from the measured thickness, and the removal must be even. An etchant that dissolves depleted material faster would choose its own stopping depth, and one that strips methyl groups from the remainder would imitate an exponential tail.

The main values used here appear in the numerical output below.

## Computed results

```
film thickness: 200 nm; observed loss: 15 %
sharp depth: 30 nm; decay length: 30 nm
loss, sharp profile: 15.000 %
loss, exponential profile: 14.981 %
difference of the two losses: 0.019 points
rounding of the observed loss: +/- 0.5 points
sharp depth allowed by rounding: 29.0 to 31.0 nm
exact decay length, surface depletion 1: 30.04 nm
exact decay length, surface depletion 1/2: 62.56 nm
missing groups deeper than 30 nm, exponential: 36.7 %
-- optical check, rough typical inputs --
band centre: 1275 cm^-1; width: 12 cm^-1
vacuum wavelength at band centre: 7843 nm
host permittivity: 2.0; peak imaginary part: 0.2
silicon refractive index: 3.42
pristine peak absorbance, thin-film law: 0.00630
pristine peak absorbance, wave equation: 0.00643
wave-equation loss, sharp: 15.67 %
wave-equation loss, exponential: 15.53 %
wave-equation difference, sharp minus exponential: 0.15 points
tenfold wavelength, loss, sharp: 15.022 %
tenfold wavelength, loss, exponential: 14.998 %
host permittivity rise at full depletion: 0.5
loss with raised host, sharp: 15.67 %
loss with raised host, exponential: 15.52 %
loss caused by 2 nm of removed film: 1.0 points
-- after removing the top of the film --
most telling cut: 30.0 nm; film left: 170 nm
missing depth left, exponential: 11.00 nm
loss against pristine film of 170 nm, exponential: 6.47 %
share of original band left, sharp: 85.00 %
share of original band left, exponential: 79.50 %
same share by wave equation, sharp: 84.31 %
same share by wave equation, exponential: 78.72 %
wave-equation gap after the cut: 5.59 points
```
